# Exponential decay of the density matrix in a one-dimensional insulator

## A two-wave model

Take electrons in a weak periodic potential of period $a$, in Hartree atomic units. Near the zone boundary two plane waves matter, with wave numbers $q+\pi/a$ and $q-\pi/a$. Their kinetic energies are a constant plus $\pm vq+q^2/2$, with $v=\pi/a$. Drop $q^2/2$, measure energy from the constant, and let the potential couple the waves by a real $w>0$:

$$h(q)=\begin{pmatrix}vq&w\\ w&-vq\end{pmatrix},\qquad \varepsilon_\pm(q)=\pm\sqrt{w^2+v^2q^2}.$$

The gap is $2w$. Since $h^2=\varepsilon_+^2$, the projector on the filled lower band is $\tfrac12(1-h/\varepsilon_+)$. With $\kappa_b=w/v$, its off-diagonal element at separation $R>0$ is

$$p_{12}(R)=-\frac{\kappa_b}{2}\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{e^{iqR}}{\sqrt{q^2+\kappa_b^2}} .$$

The integrand is analytic in the upper half-plane except on a cut from the branch point $q=i\kappa_b$ upward. Push the path onto the cut and set $q=i(\kappa_b+t)$. The root is $+i\sqrt{t(2\kappa_b+t)}$ on the right side and minus that on the left. The path runs up the right side and down the left, so the two contributions are equal:

$$\int_{-\infty}^{\infty}\frac{e^{iqR}\,dq}{\sqrt{q^2+\kappa_b^2}}=2e^{-\kappa_bR}\int_0^\infty\frac{e^{-tR}\,dt}{\sqrt{t(2\kappa_b+t)}}\approx e^{-\kappa_bR}\sqrt{\frac{2\pi}{\kappa_bR}} .$$

The last step uses $t\ll2\kappa_b$, valid for $\kappa_bR\gg1$, and $\int_0^\infty t^{-1/2}e^{-tR}dt=\sqrt{\pi/R}$. Hence

$$p_{12}(R)\approx-\sqrt{\frac{\kappa_b}{8\pi R}}\;e^{-\kappa_bR}.$$

The distance of the branch point from the real axis sets the exponential, and the inverse square root at that point sets the power. The band energy has a square root there instead, so the extra factor $t$ in its cut integral changes the power to $R^{-3/2}$.

## Bloch solutions in the gap

Now let $H=-\tfrac12\,d^2/dx^2+V(x)$ with $V$ real, bounded and of period $a$, but otherwise arbitrary. There are $M$ filled bands and a gap above them, at zero temperature. All results are for one spin channel and a fixed potential.

At an energy $E$ in the gap there are two real solutions $\psi_\pm$, with $\psi_\pm(x+a)=\lambda^{\pm1}\psi_\pm(x)$ and

$$\lambda=s\,e^{-\kappa(E)a},\qquad \kappa>0,\qquad s=(-1)^M .$$

Let $D(E)$ be the trace of the matrix that carries $(\psi,\psi')$ across one cell. This matrix has determinant 1 and eigenvalues $\lambda^{\pm1}$, so $D=2s\cosh\kappa a$. Below the spectrum $D>2$, and each band carries $D$ from one of the values $\pm2$ to the other, which gives the sign $s$.

With the Wronskian $W=\psi_-\psi_+'-\psi_-'\psi_+$, a constant, the Green function $G=(E-H)^{-1}$ is

$$G(x,x';E)=\frac{2\,\psi_-(x_<)\,\psi_+(x_>)}{W}.$$

It decays on both sides, and its slope jumps by 2 at $x=x'$, as $\tfrac12G''+(E-V)G=\delta(x-x')$ requires. For $y+ma>x$,

$$G(x,y+ma;E)=C(x,y;E)\,\lambda^m,\qquad C=\frac{2\psi_-(x)\psi_+(y)}{W}. \tag{1}$$

## Where the decay is fastest

Differentiate $\psi_+''=2(V-E)\psi_+$ with respect to $E$ and write $\dot\psi=\partial_E\psi_+$. Then $\dot\psi''=2(V-E)\dot\psi-2\psi_+$, and

$$\frac{d}{dx}\left(\psi_-\dot\psi'-\psi_-'\dot\psi\right)=-2\psi_-\psi_+ .$$

Integrate over a cell. From $\dot\psi(x+a)=\lambda\dot\psi(x)+\lambda'\psi_+(x)$, where $\lambda'=d\lambda/dE$, the bracket changes by $(\lambda'/\lambda)W=-a\kappa'W$. Therefore

$$\kappa'(E)=\frac1a\int_{\rm cell}G(x,x;E)\,dx=\int\frac{\rho(E')\,dE'}{E-E'} , \tag{2}$$

with $\rho$ the density of states per unit length. The second form follows from expanding $G$ in Bloch states. One more derivative gives

$$\kappa''(E)=-\int\frac{\rho(E')\,dE'}{(E-E')^2}<0 .$$

So $\kappa$ rises from zero at the valence edge, passes one maximum $\kappa_b$ at an energy $E_b$, and returns to zero at the conduction edge. At $E_b$ the positive contribution of the filled states to (2) balances the negative one of the empty states. Let $K=|\kappa''(E_b)|$. Differentiating $2\cosh\kappa a=|D|$ twice, with $\kappa'=0$, gives a form convenient for computation:

$$K=-\frac{s\,D''(E_b)}{2a\sinh\kappa_ba}.$$

Near the maximum $\kappa\approx\kappa_b-\tfrac12K(E-E_b)^2$, or

$$E-E_b\approx\pm\sqrt{2(\kappa_b-\kappa)/K}.$$

This is the square-root branch point that joins the two bands next to the gap. It lies at a distance $\kappa_b$ from the real $k$ axis, above $k=\pi/a$ for odd $M$ and above $k=0$ for even $M$.

## The density matrix

The projector on the filled states is $P=(2\pi i)^{-1}\oint G\,dE$, taken counterclockwise around the filled bands. Let the path go up the line $E=E_b+i\eta$ and close it by a large arc on the left. There $G$ falls as $\exp(-\mathrm{Re}\sqrt{-2E}\,|x-x'|)$, and $\mathrm{Re}\sqrt{-2E}=\sqrt{|E|-\mathrm{Re}\,E}\ge\sqrt{|E|-|E_b|}$, which grows without bound as the arc recedes. For $x\ne x'$ the arc drops out, and with $dE=i\,d\eta$

$$P(x,x')=\frac1{2\pi}\int_{-\infty}^{\infty}G(x,x';E_b+i\eta)\,d\eta .$$

Insert (1) with $R=ma$. The factor $e^{-\kappa R}$ is largest at $\eta=0$, because (2) gives, for $\eta>0$,

$$\frac{\partial\,\mathrm{Re}\,\kappa}{\partial\eta}=-\mathrm{Im}\,\kappa'=\int\frac{\eta\,\rho(E')\,dE'}{(E_b-E')^2+\eta^2}>0 ,$$

and negative $\eta$ mirrors this. Near the centre $(i\eta)^2=-\eta^2$ turns the maximum of $\kappa$ along the real axis into a minimum along the line, $\kappa\approx\kappa_b+\tfrac12K\eta^2$. The Gaussian integral gives

$$P(x,y+R)\approx s^m\,C(x,y;E_b)\,F(R),\qquad F(R)=\frac{e^{-\kappa_bR}}{\sqrt{2\pi KR}}. \tag{3}$$

Odd powers of $\eta$ cancel in pairs, so the relative correction is of order $1/R$. Lower gaps do not enter, since the contour crosses only the gap above the filled bands.

For the two-wave model $\kappa=\sqrt{w^2-E^2}/v$, so $\kappa_b=w/v$ and $K=1/(vw)$. The off-diagonal amplitude at $E=0$ is $-1/(2v)$, and (3) reproduces $p_{12}$.

**Where the square-root law fails.** Positions within the cell are held fixed in (3), and $C$ can vanish. For odd $M$, $\psi_+$ changes sign from cell to cell and so has a zero in each. At such a point the next order is needed. Write $\langle\cdot\rangle$ for the Gaussian average, with $\langle\eta^2\rangle=1/(KR)$ and $\langle\eta^4\rangle=3/(KR)^2$. The exponent also contains $+\tfrac i6\kappa'''R\eta^3$, while $C$ expands as $iC'\eta-\tfrac12C''\eta^2$, primes being energy derivatives at $E_b$. The average is

$$-\frac{C''}{2}\langle\eta^2\rangle-\frac{C'\kappa'''R}{6}\langle\eta^4\rangle=-\frac1{2KR}\left(C''+\frac{C'\kappa'''}{K}\right).$$

It multiplies $s^mF(R)$, so the power there is $R^{-3/2}$ unless the bracket also vanishes.

## Errors of a k mesh

Use $N$ points $k_j=(2\pi j+\theta)/L$, with $L=Na$ and twist $\theta$. A mesh sum retains the Fourier components whose separation is a multiple of $L$:

$$P_N(x,x')=\sum_{j=-\infty}^{\infty}e^{ij\theta}P(x,x'+jL).$$

The term $j=0$ is the converged result. As $P$ is real and symmetric, $j=\pm1$ contribute equally, and the density error is

$$\delta n(x)\approx2\cos\theta\;s^N\,C(x,x;E_b)\,F(L).$$

Its integral over the cell is zero, because $\int_{\rm cell}C(x,x;E_b)\,dx=a\kappa'(E_b)=0$. The mesh misplaces charge without changing the number of electrons.

For the energy per cell, the term $j>0$ involves $\int_{\rm cell}G(x,x+jL)\,dx=a\kappa's^{jN}e^{-\kappa jL}$. Since $\kappa'e^{-\kappa jL}=-(jL)^{-1}\,d(e^{-\kappa jL})/dE$, integration by parts gives

$$e_j=\frac1{2\pi i}\int E\,a\kappa's^{jN}e^{-\kappa jL}\,dE=\frac{a\,s^{jN}}{jL}\,\frac1{2\pi}\int e^{-\kappa jL}\,d\eta\approx\frac{s^{jN}}{jN}F(jL).$$

The energy error per cell is $\sum_{j>0}2\cos(j\theta)\,e_j$, with leading term

$$\delta e\approx\frac{2\cos\theta\;s^N}{N}\,F(L)\;\propto\;L^{-3/2}e^{-\kappa_bL}. \tag{4}$$

At $\theta=\pi/2$ the first winding vanishes and $j=2$ leaves $\delta e\approx-F(2L)/N$. The gain is one of symmetry. The meshes with $\theta=\pm\pi/2$ have equal energies by time reversal, and together they form the mesh of $2N$ points with twist $\pi$.

A perfect supercell of $N$ cells sampled at one twist is this same mesh, so (4) is also its error per primitive cell.

## Supercells with a defect

Place one short-range defect in each supercell of length $L=Na$. In the basis $(\psi_-,\psi_+)$ of the perfect crystal the transfer matrix of the supercell is $S\,\mathrm{diag}(\lambda^{-N},\lambda^N)$, where $S$ describes the defect and $\det S=1$. A wave entering from the right that leaves $\psi_-$ with unit amplitude on the left has incident amplitude $S_{11}$, so the evanescent transmission amplitude is $\tau=1/S_{11}$. The trace is

$$D_N=\lambda^{-N}/\tau+S_{22}\lambda^N,$$

and the levels at twist $\theta$ are the zeros of $D_N(E)-2\cos\theta$. Assume that all filled levels, including those of the defect, lie below $E_b$ and all empty ones above it.

Relative to $\theta=\pi/2$, the sum of filled levels is

$$\frac1{2\pi i}\oint E\,\frac{d}{dE}\ln\left(1-\frac{2\cos\theta}{D_N}\right)dE=-\frac1{2\pi}\int\ln\left(1-\frac{2\cos\theta}{D_N}\right)d\eta .$$

The step is an integration by parts; the logarithm returns to its value because the number of filled levels does not change. To leading order $1/D_N=\tau\lambda^N$, so the twist-dependent energy of the whole supercell is

$$\delta E(\theta)\approx2\cos\theta\;\tau\,s^N\,F(L). \tag{5}$$

With $\tau=1$ and division by $N$, this is (4).

To average over the twist, write $D_N=\Lambda+1/\Lambda$ with $|\Lambda|>1$. Then

$$D_N-2\cos\theta=\Lambda(1-e^{i\theta}/\Lambda)(1-e^{-i\theta}/\Lambda),$$

and the logarithms of the last two factors average to zero. What remains is $\ln\Lambda\approx\ln D_N-1/D_N^2$, or

$$\ln\Lambda\approx\ln\lambda^{-N}+\ln S_{11}+\rho_d\lambda^{2N},\qquad \rho_d=\frac{S_{22}}{S_{11}}-\frac1{S_{11}^2}=\frac{S_{12}S_{21}}{S_{11}^2}.$$

The first term gives $N$ cells of perfect crystal, the second the isolated defect, and the third the interaction of images:

$$\delta E_{\rm image}\approx-\rho_d\,F(2L)=-\rho_d\,\frac{e^{-2\kappa_bL}}{\sqrt{4\pi KL}}. \tag{6}$$

The two reflection amplitudes are $S_{21}/S_{11}$ and $-S_{12}/S_{11}$, so $-\rho_d$ is their product. The doubled exponent is that of a round trip between neighbours.

If a filled defect level $E_d$ lies above $E_b$, the contour must also enclose the pole of $\tau$ at $E_d$. Its residue adds to (5) a term that decays as $e^{-\kappa(E_d)L}$, which is slower since $\kappa(E_d)<\kappa_b$.

## A worked chain

Let $a=5$ bohr and $V=0.16\cos(2\pi x/a)+0.12\sin(4\pi x/a)$ hartree, with one filled band, so $s=-1$. These are round model parameters and stand for no material. The reference values come from plane-wave diagonalization, and the constants of the laws from integrating the differential equation. Both are listed in the numerical output.

The gap is 0.15995 hartree (4.35 eV). The two-wave model with $w=0.07998$ hartree and $v=\pi/5=0.6283$ predicts $\kappa_b=0.1273$ bohr$^{-1}$ and $K=19.9$ bohr$^{-1}$ hartree$^{-2}$. The full calculation gives

$$\kappa_b=0.12727\ \text{bohr}^{-1}=2.405\ \text{nm}^{-1},\qquad K=19.89\ \text{bohr}^{-1}\,\text{hartree}^{-2}.$$

Here $w$ is half the computed gap, so the comparison tests only the step from the gap to $\kappa_b$ and $K$. The next plane waves, at $\pm3\pi/a$, lie $4(\pi/a)^2=1.58$ hartree higher, far above the couplings of 0.08 and 0.06 hartree, so their influence is small. The energy $E_b=0.1824$ hartree lies 0.008 hartree below midgap.

For $m=10$, $R=50$ bohr, so $\kappa_bR=6.3635$ and

$$F(50)=\frac{e^{-6.3635}}{\sqrt{2\pi\times19.89\times50}}=\frac{1.723\times10^{-3}}{79.05}=2.180\times10^{-5}.$$

With $C(0,2.5)=1.164$, law (3) gives $P=2.537\times10^{-5}$ bohr$^{-1}$; the direct value is $2.605\times10^{-5}$. The ratio of direct value to law falls from 1.045 at $m=5$ to 1.010 at $m=30$, and removing a $1/R$ correction gives 1.001. The fitted inverse power of $R$ is 0.505 at this generic position and 1.493 at the zero of $C$ at $y=1.232$ bohr.

For ten k-points that include $k=0$, (4) gives $\delta e=2F(50)/10=4.36\times10^{-6}$ hartree per cell, against $4.61\times10^{-6}$ computed. At $x=2.5$ bohr the density error is $7.4\times10^{-5}$ bohr$^{-1}$, about 0.02% of the local density. An energy error below $10^{-6}$ hartree per cell needs 12 points, both by the law and directly. Six points at $\theta=\pi/2$ give $-9.73\times10^{-7}$ hartree, the same size as 12 points at $\theta=0$ with the opposite sign. Time reversal leaves seven distinct points in that mesh of 12, so little work is saved.

Now add a Gaussian defect of height 0.1 hartree and width parameter 0.8 bohr. It lifts a filled level to 0.1252 hartree, below $E_b$ as required, and gives $\tau=1.342$ and $\rho_d=-0.195$. For $N=10$, (5) at $\theta=0$ predicts $2\times1.342\times2.180\times10^{-5}=5.85\times10^{-5}$ hartree per supercell; half the difference between the energies at $\theta=0$ and $\theta=\pi$, from diagonalization, is $5.86\times10^{-5}$. Agreement this close is partly accidental. With a constant $\tau$ the true value would exceed the law by 5.7%, as in the perfect chain at $N=10$, and here the energy dependence of $\tau$ happens to cancel most of that.

For the image interaction the leading law is much less accurate at such lengths. At $N=6$ it is $6.7\times10^{-7}$ hartree, while (6) gives $1.09\times10^{-6}$, which is 62% too large. The contour integral before the Gaussian step gives $6.70\times10^{-7}$, so the loss lies in that step. The defect level makes $\rho_d(E)$ vary as $(E-E_d)^{-2}$ near $E_d$. If this pole dominates, with $d=E_b-E_d=0.057$ hartree, the first relative correction from it is $-3\langle\eta^2\rangle/d^2=-3/(2KLd^2)\approx-0.8$. A correction of that size means that the leading term cannot be trusted at this length. Extrapolation from integrals at $L=1000$ and 2000 bohr does recover (6).

## Using the rates

To estimate a mesh for a one-dimensional crystal, find the maximum of $\kappa$ in the gap above the filled bands and solve (4) for $N$. In this chain each added cell multiplies the exponential factor by 0.529. With two filled bands in the same potential, $\kappa_b$ drops to 0.0477 bohr$^{-1}$, and an energy error below $10^{-6}$ hartree per cell at $\theta=0$ needs 28 points instead of 12.

For a defect whose filled levels lie below $E_b$ and empty ones above it, a single twist with $\cos\theta\ne0$ leaves an error that decays as $e^{-\kappa_bL}$. Averaging over twists, or the single twist $\theta=\pi/2$, leaves one that decays as $e^{-2\kappa_bL}$. The prefactors differ. At $\theta=\pi/2$ the energy involves $\ln D_N$ itself, so $\rho_d$ in (6) is replaced by $S_{22}/S_{11}=\rho_d+\tau^2$. In the worked chain this is 1.606, about eight times larger in size than $\rho_d$ and of opposite sign. Both rates describe independent electrons in one dimension, in a fixed periodic potential with a short-range defect. In a three-dimensional crystal the decay depends on direction, and the powers of $L$ in (4)–(6) need not hold. In a self-consistent calculation the potential responds to the density error. A charged or polar defect also has electrostatic image energies that fall as a power of $L$. At large $L$ these exceed the exponential terms, and twist averaging does not remove them. Their size is not estimated here, so they must be treated separately before (5) or (6) is used to choose a supercell.

## Computed values

```
lattice constant 5.0 bohr; V amplitudes 0.16, 0.12 hartree
valence top 0.110357, conduction bottom 0.270308 hartree
gap 0.159950 hartree = 4.352 eV
branch-point energy E_b 0.182366 hartree
kappa 0.127271 1/bohr = 2.4051 1/nm
kappa*a 0.63635; factor per cell 0.52922
K = |kappa''| 19.8918 1/(bohr hartree^2)
plane waves 29; largest coefficient at basis edge 3.4e-19
half splitting at 0.999 kappa: 0.003576 hartree, root law 0.003577
pull at E_b, 1/(bohr hartree): filled 1.5197, empty -1.5197
K from sum over states 19.8918 1/(bohr hartree^2)
P(0,2.5+4a): k sum 1.921539481e-03, contour 1.921539481e-03 1/bohr
C(0,2.5) 1.16393 1/(bohr hartree)
m, P(0,2.5+ma) direct, law (1/bohr), direct/law:
   5 -9.03528e-04 -8.64381e-04 1.04529
  10 2.60515e-05 2.53726e-05 1.02676
  15 -8.76252e-07 -8.59991e-07 1.01891
  30 4.39381e-11 4.35014e-11 1.01004
ratio extrapolated to infinite distance 1.00117
inverse power of R: generic 0.505; at zero y=1.2318 bohr 1.493
two filled bands: kappa 0.047729 1/bohr, extrapolated ratio 0.99970
converged energy 0.035083598 hartree/cell; density(2.5) 0.329507 1/bohr
N, density error (1/bohr), law; energy error (hartree/cell), law:
  10 7.3663e-05 7.5078e-05; 4.6087e-06 4.3598e-06
  20 9.0537e-08 9.1485e-08; 2.7328e-09 2.6563e-09
  N=6 twist pi/2: energy error -9.7273e-07, law -9.2889e-07; twist 0: 1.3155e-04
  N=12 twist pi/2: energy error -1.6233e-10, law -1.5850e-10; twist 0: 9.7305e-07
extrapolated ratios density, energy, twist pi/2: 0.9981, 1.0006, 1.0010
k-points for error < 1e-06 hartree/cell: direct 12, law 12
defect height 0.1 hartree, width 0.8 bohr; filled level 0.12526 hartree
transmission tau 1.34185, reflection product rho_d -0.19484
N=10 twist part of energy 5.85715e-05 hartree, integral 5.85714e-05
  leading law 5.85022e-05 hartree
N=6 image interaction 6.70700e-07 hartree, integral 6.70271e-07
  leading law 1.08592e-06 hartree
large-L ratios integral/law: twist 0.99996, image 0.99976
```
